# The Bernoulli function of device simulation at one and at zero

## Problem

A transistor can be simulated by solving the drift-diffusion equations for the electron density on a mesh of nodes. In the scheme derived in part (d), the current between two neighbouring nodes contains the Bernoulli function

\[
B(x)=\frac{x}{e^{x}-1},\qquad x\neq 0,
\]

where \(x\) is a real number without unit. In the simulator it is the potential difference between the two nodes divided by the thermal voltage \(V_T=kT/q\), with \(k\) the Boltzmann constant, \(T\) the temperature and \(q>0\) the elementary charge.

**(a)** Evaluate \(B(1)\) to three decimals by hand, with a proof that the three decimals are right.

**(b)** The formula cannot be used at \(x=0\). Decide whether a value can be assigned there so that \(B\) becomes continuous, and find it.

**(c)** Find how \(B\) behaves near \(x=0\), up to the term in \(x^4\). Then explain what happens when a computer evaluates the formula as written for very small \(x\).

**(d)** Electrons flow steadily along a line from node 0 at \(s=0\) to node 1 at \(s=h\). The densities at the nodes are \(n_0\) and \(n_1\), the potentials \(\psi_0\) and \(\psi_1\), and \(u=(\psi_1-\psi_0)/V_T\). Assume a potential linear in \(s\), a constant mobility \(\mu\), no recombination, and the Einstein relation \(D=\mu V_T\) for the diffusivity. Show that the current density is

\[
J=\frac{qD}{h}\bigl[B(u)\,n_1-B(-u)\,n_0\bigr],
\]

and say what the value found in (b) means physically.

**(e)** Take one mesh interval in the channel of an amorphous-oxide thin-film transistor, with \(\mu=10\) cm²/Vs, \(T=300\) K, \(h=10\) nm, \(n_0=2\times10^{16}\) cm⁻³ and \(n_1=1\times10^{16}\) cm⁻³. Both densities count free electrons. Find \(J\) for \(u=1\) and for \(u=0\), and judge which neglected effects matter.

## Hints

1. For (a), use \(e=\sum 1/k!\). Stop at \(k=6\) and compare the omitted terms with a geometric series. A lower and an upper bound on \(e\) give an upper and a lower bound on \(B(1)\).

2. For (b), write \((e^x-1)/x\) as the integral of \(e^{xt}\) over \(t\) from 0 to 1. Between which two numbers does the integrand lie? Treat positive and negative \(x\) separately.

3. For (c), write \(B\) as a power series with unknown coefficients and multiply it by the series of \((e^x-1)/x\). For the computer, ask how a small relative error in \(e^x\) compares with the difference \(e^x-1\).

4. For (d), the current is the same at every \(s\), so the drift-diffusion equation is a linear first-order equation for the density. Multiply it by \(e^{-us/h}\). Solve the case \(u=0\) separately, without using any limit.

5. For (e), it helps to prove \(B(-x)=B(x)+x\) first.

## Solution

### (a) The value at one

Putting \(x=1\) into the formula gives

\[
B(1)=\frac{1}{e-1}.
\]

The sum of the first seven terms of the series for \(e\) is

\[
S=1+1+\tfrac12+\tfrac16+\tfrac1{24}+\tfrac1{120}+\tfrac1{720}=2.718056 .
\]

The omitted terms start with \(1/7!\). Each later term is obtained from the one before by dividing by 8, 9, 10 and so on, and all these divisors are larger than 7. The remainder \(R\) is therefore positive and smaller than a geometric series of ratio \(1/7\):

\[
0<R<\frac1{7!}\left(1+\frac17+\frac1{7^2}+\dots\right)=\frac{1}{7!}\cdot\frac{7}{6}=\frac{1}{6\cdot 6!}=0.000231 .
\]

Hence \(S<e<S+0.000231\). Since \(1/(e-1)\) falls when \(e\) rises, the bounds change places:

\[
\frac{1}{S+1/(6\cdot6!)-1}<B(1)<\frac1{S-1},
\qquad
0.581975<B(1)<0.582053 .
\]

Both ends round to the same three decimals, so

\[
B(1)=0.582 .
\]

With more digits, \(e-1=1.718282\) and \(B(1)=0.581977\).

### (b) The value at zero

At \(x=0\) the numerator and the denominator both vanish. The expression \(0/0\) has no value, so the question is whether \(B(x)\) approaches a single number as \(x\) approaches zero from either side.

For \(x\neq0\),

\[
\int_0^1 e^{xt}\,dt=\left[\frac{e^{xt}}{x}\right]_{t=0}^{t=1}=\frac{e^x-1}{x}=\frac1{B(x)} .
\]

So \(1/B(x)\) is the average of \(e^{xt}\) over the unit interval, and an average lies between the smallest and the largest value of the integrand.

For \(x>0\) the integrand rises from 1 to \(e^x\). Thus \(1\le 1/B\le e^x\), and taking reciprocals,

\[
e^{-x}\le B(x)\le 1\qquad(x>0).
\]

For \(x<0\) the integrand falls from 1 to \(e^{x}\). Thus \(e^x\le1/B\le1\), and

\[
1\le B(x)\le e^{-x}\qquad(x<0).
\]

As \(x\to0\), \(e^{-x}\to1\), so both bounds tend to 1 in both cases. The two one-sided limits exist and agree:

\[
\lim_{x\to0}B(x)=1 .
\]

The singularity is removable. Setting \(B(0)=1\) is a definition, since the original formula gives nothing at that point. It is the one choice that makes \(B\) continuous, because a continuous function must equal its limit.

### (c) Near zero, on paper and on a computer

Dividing the series \(e^x-1=x+x^2/2+x^3/6+\dots\) by \(x\) gives

\[
\frac{1}{B(x)}=1+\frac x2+\frac{x^2}{6}+\frac{x^3}{24}+\frac{x^4}{120}+\dots
\]

Let \(B=1+b_1x+b_2x^2+b_3x^3+b_4x^4+\dots\). The product of the two series must equal 1, so the coefficient of each positive power vanishes:

\[
\begin{aligned}
x:&\quad b_1+\tfrac12=0 &&\Rightarrow\ b_1=-\tfrac12,\\
x^2:&\quad b_2+\tfrac{b_1}{2}+\tfrac16=0 &&\Rightarrow\ b_2=\tfrac14-\tfrac16=\tfrac1{12},\\
x^3:&\quad b_3+\tfrac{b_2}{2}+\tfrac{b_1}{6}+\tfrac1{24}=0 &&\Rightarrow\ b_3=-\tfrac1{24}+\tfrac1{12}-\tfrac1{24}=0,\\
x^4:&\quad b_4+\tfrac{b_3}{2}+\tfrac{b_2}{6}+\tfrac{b_1}{24}+\tfrac1{120}=0 &&\Rightarrow\ b_4=-\tfrac{10-15+6}{720}=-\tfrac1{720}.
\end{aligned}
\]

Therefore

\[
B(x)=1-\frac x2+\frac{x^2}{12}-\frac{x^4}{720}+\dots
\]

The function passes through 1 with slope \(-1/2\). At \(x=0.1\) its value is 0.95083319, while \(1-x/2=0.95\). The difference, 0.00083319, is close to \(x^2/12=0.00083333\), and the small rest is the \(x^4\) term. At \(x=-0.1\) the value is 1.05083319, which exceeds \(1-x/2=1.05\) by the same amount, as it should because the correction terms found here contain only even powers.

A computer keeps a finite number of digits. In double precision the spacing of numbers just above 1 is \(\varepsilon=2.22\times10^{-16}\), so the stored exponential is \(e^x(1+\delta)\) with \(|\delta|\) of order \(\varepsilon\) at most. The computed denominator is then

\[
e^x(1+\delta)-1=(e^x-1)\left[1+\frac{e^x\delta}{e^x-1}\right]\approx(e^x-1)\left[1+\frac{\delta}{x}\right]
\quad(|x|\ll1).
\]

The relative error of \(B\) is thus at most of order \(\varepsilon/|x|\). This bound grows as \(|x|\) shrinks, although the true function becomes simpler there. The formula as written gives these values:

| \(x\) | computed \(B\) | relative error |
|---|---|---|
| \(10^{-4}\) | 0.9999500008 | \(4.3\times10^{-13}\) |
| \(10^{-8}\) | 1.0000000061 | \(1.1\times10^{-8}\) |
| \(10^{-12}\) | 0.9999111073 | \(8.9\times10^{-5}\) |

The second value is larger than 1, which part (b) forbids for positive \(x\). At \(x=10^{-17}\) the stored exponential is 1, the denominator is 0, and the division fails although \(x\) is not zero.

The cure has two parts. Numerical libraries offer a function, usually called `expm1`, that computes \(e^x-1\) directly without forming \(e^x\) first. With it, the relative error at the three points of the table stayed below \(4\varepsilon\), and \(x=10^{-17}\) gave 1.000000. The point \(x=0\) still leads to \(0/0\) and needs its own branch that returns 1. These two parts cover small arguments. At the other end, \(e^x\) overflows in double precision near \(x=710\), a step of about 18 V at 300 K, so large positive arguments need a further branch such as \(B(x)\approx x\,e^{-x}\).

### (d) The current between two nodes

The electron current density is the sum of drift and diffusion:

\[
J=q\mu nE+qD\frac{dn}{ds},\qquad E=-\frac{d\psi}{ds}.
\]

The diffusion term is positive for rising density: electrons then move towards smaller \(s\), and their negative charge makes the current point towards larger \(s\). For a linear potential, \(d\psi/ds=uV_T/h\). Inserting this and using \(\mu V_T=D\),

\[
J=-q\mu n\frac{uV_T}{h}+qD\frac{dn}{ds}=qD\left(\frac{dn}{ds}-\frac uh\,n\right).
\]

In a steady state without recombination no electrons accumulate or vanish between the nodes, so \(J\) does not depend on \(s\). Multiplying by \(e^{-us/h}\) turns the bracket into one derivative:

\[
\frac{d}{ds}\left(n\,e^{-us/h}\right)=\frac{J}{qD}\,e^{-us/h}.
\]

Let \(u\neq0\). Integrating from 0 to \(h\) gives

\[
n_1e^{-u}-n_0=\frac{J}{qD}\,\frac hu\left(1-e^{-u}\right),
\]

and solving for \(J\),

\[
J=\frac{qD}{h}\left[\frac{u\,e^{-u}}{1-e^{-u}}\,n_1-\frac{u}{1-e^{-u}}\,n_0\right].
\]

In the first fraction, multiply numerator and denominator by \(e^u\) to obtain \(u/(e^u-1)=B(u)\). The second is \(u/(1-e^{-u})=(-u)/(e^{-u}-1)=B(-u)\). This proves the stated formula, which is known as the Scharfetter–Gummel flux.

Now let \(u=0\). The drift term is absent and the equation reads \(dn/ds=J/(qD)\). The density is linear in \(s\), and

\[
J=\frac{qD}{h}(n_1-n_0).
\]

This is the general formula with \(B(0)=1\). No limit was taken here, so physics and continuity demand the same value: \(B(0)=1\) is the statement that without a potential step the current is pure diffusion. A routine that returned 0 at this point would remove the diffusion current altogether.

The formula also gives \(B\) a direct meaning. With \(n_0=0\) and \(n_1=1\), the current in units of \(qD/h\) is \(B(u)\) itself. As a test, the drift-diffusion equation was solved for these end values by stepping through 2000 small cells, without using the Bernoulli function. The result was 0.581977 for \(u=1\) and 1.000000 for \(u=0\).

### (e) The worked interval

**The second coefficient.** Multiplying numerator and denominator by \(e^x\),

\[
B(-x)=\frac{-x}{e^{-x}-1}=\frac{x\,e^x}{e^x-1}=\frac{x(e^x-1)+x}{e^x-1}=x+B(x).
\]

Hence \(B(-1)=1.581977\).

**The prefactor.** At 300 K the thermal voltage is 25.852 mV, which is also the potential step for \(u=1\). The diffusivity is

\[
D=\mu V_T=10\times0.025852=0.2585\ \text{cm}^2/\text{s}.
\]

With \(h=10^{-6}\) cm, \(qD/h=4.1419\times10^{-14}\) A cm. Multiplied by a density in cm⁻³, this gives A/cm².

**With the step, \(u=1\).**

\[
\begin{aligned}
B(1)\,n_1&=5.820\times10^{15}\ \text{cm}^{-3},\\
B(-1)\,n_0&=3.164\times10^{16}\ \text{cm}^{-3},\\
J&=4.1419\times10^{-14}\,(0.5820-3.1640)\times10^{16}=-1069\ \text{A/cm}^2 .
\end{aligned}
\]

**Without the step, \(u=0\).**

\[
J=4.1419\times10^{-14}\,(1-2)\times10^{16}=-414\ \text{A/cm}^2 .
\]

The minus sign means that the conventional current points from node 1 to node 0, so the electrons move from node 0 to node 1. Diffusion drives them that way because the density is higher at node 0. A positive \(u\) drives them the same way because electrons are drawn to the higher potential.

**Beside a real device.** The mobility and the field of 0.0259 MV/cm are plausible rough values for such a channel, the field being that of a few volts across one or two micrometres. The densities suit a channel that is only weakly turned on. A strongly turned-on channel holds far more electrons, and the estimates below do not carry over to it. The estimates below also rest on rough material parameters and show sizes, not calibrated corrections.

- *Trapping.* Disorder creates localized states below the conduction band. With \(10^{20}\) cm⁻³ eV⁻¹ of them at the band edge, decaying over 13 meV, there are about 0.51 trapped electrons per free one at node 0. If the given densities were total densities, fewer electrons would be free and \(J\) would be \(-705\) A/cm², smaller in magnitude by 34 %. This takes \(\mu\) as the mobility of free electrons; a measured field-effect mobility already contains part of the trapping. The size depends strongly on the tail: a decay energy of 8, 20 or 30 meV gives 19, 59 or 88 %, and a ten times lower density of states gives 5 %. In all these cases the effect exceeds the space-charge and degeneracy estimates below. It concerns what is meant by \(n\), not the Bernoulli function.
- *Space charge.* Uncompensated electrons bend the potential below the straight line, by about 0.7 mV at mid-interval for a relative permittivity of 10 and the total charge of node 0 throughout. This lowers the magnitude of \(J\) by 1.7 %. With the density profile solved together with Poisson's equation, the values are 0.54 mV and 1.4 %. Both estimates are one-dimensional and let all field lines run along the channel. In a transistor the gate balances much of this charge and the bending differs: if the density is linear in the local potential through both nodes, the sag is 1.3 mV and the change is 3.2 %. For a fixed uniform charge density the sag grows as \(h^2\), so a coarser mesh makes the linear potential a worse assumption. On wide intervals the electrons rearrange as the potential bends, and the growth is slower than this estimate.
- *Degeneracy.* At node 0, Fermi statistics in a parabolic band of effective mass 0.34 electron masses raises \(D/\mu\) by 0.14 % above \(V_T\).
- *High field.* The drift speed, \(2.6\times10^5\) cm/s, is about 1 % of the thermal speed, \(2.0\times10^7\) cm/s, and the field is below 1 % of a rough breakdown field of 3 MV/cm. Neither comparison suggests strong heating of the electrons or breakdown. They do not test whether the field helps electrons to escape from charged traps. For a relative permittivity of 10 this field lowers a Coulomb barrier by about 39 meV, or \(1.5\,kT\), which can raise the escape rate by a factor of up to about 4 if the material contains traps of that kind.
- *Length scales.* The spacing \(h=10\) nm is comparable to the thermal de Broglie wavelength, 7 nm, and shorter than the mean distance between free electrons, \(n_0^{-1/3}=37\) nm. The densities are therefore averages over the width of the channel, and disorder on the scale of \(h\) is not described.

## Variation 1: zero current, and a very large step

*Keep \(u=1\) and \(n_0\). For which \(n_1\) does the current vanish? What does the flux become for \(u\to+\infty\) at fixed densities, \(h\) and \(T\)?*

Setting \(J=0\) gives \(n_1/n_0=B(-u)/B(u)\). From part (e), \(B(-u)=u\,e^u/(e^u-1)=e^uB(u)\), so

\[
\frac{n_1}{n_0}=e^{u}.
\]

This is the Boltzmann distribution of electrons in equilibrium. For \(u=1\) the ratio is \(1.581977/0.581977=2.718\), hence \(n_1=5.44\times10^{16}\) cm⁻³. The flux formula respects equilibrium for any spacing \(h\), provided the assumptions of part (d) hold.

For large positive \(u\) the exponential in the denominator outgrows the numerator, so \(B(u)\to0\), while \(B(-u)=B(u)+u\) approaches \(u\). Then

\[
J\to-\frac{qD}{h}\,u\,n_0=-q\mu n_0\,\frac{\psi_1-\psi_0}{h}.
\]

This is pure drift with the density of node 0, the node from which the electrons come. The density at node 1 no longer influences the current. The two limits of \(B\) thus cover both extremes: the value 1 at zero gives diffusion, and the decay at large argument gives drift from the upstream node.

## Variation 2: the same interval at 350 K

*Hold the potential step at 25.852 mV and keep \(h\) and both densities. Find \(J\) at 350 K, first with constant mobility and then with a mobility proportional to \(e^{-E_a/kT}\), where \(E_a=30\) meV.*

The thermal voltage grows by the factor \(350/300\), so \(u=300/350=0.8571\) and \(B(u)=0.6319\). Inserting \(B(-u)=B(u)+u\) into the flux separates two parts:

\[
J=\frac{qD}{h}\bigl[B(u)(n_1-n_0)-u\,n_0\bigr].
\]

In the second part \(Du=\mu(\psi_1-\psi_0)\), which does not depend on temperature when the mobility is constant. It equals \(-4.1419\times10^{-14}\times2\times10^{16}=-828\) A/cm² at both temperatures.

The first part is \(-414.2\times0.5820=-241\) A/cm² at 300 K. At 350 K both the prefactor and \(B\) are larger, and it becomes \(-414.2\times(350/300)\times0.6319=-305\) A/cm². The sum is

\[
J=-1134\ \text{A/cm}^2,
\]

larger in magnitude by 6.0 % than at 300 K.

An activated mobility that equals 10 cm²/Vs at 300 K is multiplied at 350 K by

\[
\exp\left[\frac{30}{25.852}\left(1-\frac{300}{350}\right)\right]=1.18 ,
\]

and the current becomes \(-1338\) A/cm², larger in magnitude by 25 % than at 300 K. The activation energy is a rough value. For this choice, the temperature dependence of the mobility matters more than that of the Bernoulli function.

## Computed values

```
sum of 1/k! to k=6: 2.718056
bound on remainder: 0.000231
bracket for B(1): 0.581975 to 0.582053
e - 1 = 1.718282
B(1) = 0.581977, rounded 0.582
B(-1) = 1.581977
x = +0.100: B = 0.95083319, 1-x/2 = 0.95000000
x = -0.100: B = 1.05083319, 1-x/2 = 1.05000000
x = +0.010: B = 0.99500833, 1-x/2 = 0.99500000
x = -0.010: B = 1.00500833, 1-x/2 = 1.00500000
x = +0.001: B = 0.99950008, 1-x/2 = 0.99950000
x = -0.001: B = 1.00050008, 1-x/2 = 1.00050000
B(0) by limit = 1.000
x = 1e-04: plain B = 0.9999500008, rel. error 4.3e-13
x = 1e-08: plain B = 1.0000000061, rel. error 1.1e-08
x = 1e-12: plain B = 0.9999111073, rel. error 8.9e-05
machine epsilon = 2.22e-16
x = 1e-17: plain denominator = 0.0, safe B = 1.000000
marched flux, n0=0, n1=1, u=1: 0.581977
marched flux, n0=0, n1=1, u=0: 1.000000
T = 300 K, mobility = 10 cm2/Vs, h = 10 nm
n0 = 2.0e+16 cm^-3, n1 = 1.0e+16 cm^-3
thermal voltage = potential step = 25.852 mV
D = 0.2585 cm2/s
q D / h = 4.1419e-14 A cm
B(1) n1 = 5.8198e+15 cm^-3
B(-1) n0 = 3.1640e+16 cm^-3
J at u=1: -1069.4 A/cm2
J at u=0: -414.2 A/cm2
effective mass = 0.34 m_e, band density = 4.97e+18 cm^-3
tail: 1e+20 cm^-3 eV^-1, slope 13 meV
trapped/free at node 0: 0.514, node 1: 0.519
J if densities are totals: -705.3 A/cm2 (-34.1 %)
relative permittivity = 10, mid-interval sag = 0.68 mV
J change by potential bending: -1.73 %
degeneracy raises D/mobility by 0.14 %
at 350 K, same step: u = 0.8571, B(u) = 0.6319
J at 350 K, constant mobility: -1133.7 A/cm2 (+6.0 %)
J with 30 meV activated mobility: -1338.2 A/cm2 (+25.1 %)
drift speed = 2.59e+05 cm/s, thermal speed = 2.00e+07 cm/s
field = 0.0259 MV/cm, rough breakdown 3 MV/cm
```
